# The Boris particle update: exact speed, approximate phase in magnetic fields

## What goes wrong without a rotation

A static magnetic field does no work on a charged particle, but a careless time step can make it appear to. Take an electron of 300 eV moving perpendicular to a uniform field of 30 mT, and advance its velocity by explicit Euler steps of 0.04 ns. After 100 steps, or 4 ns, its energy has grown by a factor of 78, to about 23 keV. The electron has completed fewer than four gyrations.

In a simulation of a magnetron discharge this false heating would corrupt every rate that depends on electron energy, ionisation included. The Boris update removes it by making the magnetic part of each velocity step a rotation. In exact arithmetic the speed is then unchanged for any step size. The angle of the rotation is still approximate, so a constant speed does not certify the orbit.

## Equation of motion and scheme

A non-relativistic particle of charge $q$ and mass $m$ obeys

$$\frac{d\mathbf v}{dt}=\frac{q}{m}\left(\mathbf E+\mathbf v\times\mathbf B\right),\qquad \frac{d\mathbf x}{dt}=\mathbf v .$$

If $\mathbf E=0$, the scalar product with $\mathbf v$ gives $d(v^2/2)/dt=(q/m)\,\mathbf v\cdot(\mathbf v\times\mathbf B)=0$. The speed is constant even where $\mathbf B$ varies in space. The word "static" matters physically: a field that changes in time induces an electric field through $\nabla\times\mathbf E=-\partial\mathbf B/\partial t$, and that field does work.

For a step $\Delta t$, define

$$\mathbf t=\frac{q\,\Delta t}{2m}\mathbf B,\qquad \mathbf s=\frac{2\mathbf t}{1+|\mathbf t|^2},\qquad \omega=\frac{|q|B}{m},\qquad a=|\mathbf t|=\frac{\omega\Delta t}{2}.$$

The vector $\mathbf t$ is dimensionless and carries the sign of the charge; for an electron it points against $\mathbf B$. One full step is

```
k  = q*dt/(2*m)
xh = x + v*dt/2              # half drift
E, B = fields(xh)
vm = v + k*E                 # half electric kick
t  = k*B
s  = 2*t/(1 + dot(t,t))
vprime = vm + cross(vm,t)
vp = vm + cross(vprime,s)    # rotation
v  = vp + k*E                # half electric kick
x  = xh + v*dt/2             # half drift
```

Position and velocity are known at the same times. Successive values of `xh` differ by $\mathbf v\Delta t$, so a code that stores those mid-step positions is running the usual leapfrog. Such a code must shift its initial positions by half a drift. For the electron above, omitting the shift misplaces the particle by $v\Delta t/2\approx0.21$ mm.

## Why the speed is unchanged

Write $\mathbf v^-$ and $\mathbf v^+$ for the velocities before and after the magnetic part. Replace $\mathbf v$ on the right of the magnetic equation by the mean of the two:

$$\mathbf v^+-\mathbf v^-=\frac{q\Delta t}{m}\,\frac{\mathbf v^++\mathbf v^-}{2}\times\mathbf B=(\mathbf v^++\mathbf v^-)\times\mathbf t. \tag{1}$$

Now take the scalar product with $\mathbf v^++\mathbf v^-$. The left side becomes $|\mathbf v^+|^2-|\mathbf v^-|^2$. The right side vanishes, because a cross product is perpendicular to each of its factors. Hence $|\mathbf v^+|=|\mathbf v^-|$, with no assumption that $\Delta t$ is small.

Equation (1) is implicit, and it remains to show that the two cross products in the pseudocode solve it. Collect the unknown on the left:

$$\mathbf v^+-\mathbf v^+\times\mathbf t=\mathbf v^-+\mathbf v^-\times\mathbf t\equiv\mathbf v'. \tag{2}$$

The solution is unique: if $\mathbf w-\mathbf w\times\mathbf t=0$, the scalar product with $\mathbf w$ gives $|\mathbf w|^2=0$. To find it, take the cross product of (2) with $\mathbf t$ from the right and use $(\mathbf w\times\mathbf t)\times\mathbf t=\mathbf t(\mathbf t\cdot\mathbf w)-|\mathbf t|^2\mathbf w$:

$$\mathbf v^+\times\mathbf t-\mathbf t(\mathbf t\cdot\mathbf v^+)+|\mathbf t|^2\mathbf v^+=\mathbf v'\times\mathbf t .$$

From (2), $\mathbf v^+\times\mathbf t=\mathbf v^+-\mathbf v'$. The scalar product of (1) with $\mathbf t$ gives $\mathbf t\cdot\mathbf v^+=\mathbf t\cdot\mathbf v^-$. Therefore

$$(1+|\mathbf t|^2)\mathbf v^+=\mathbf v'+\mathbf v'\times\mathbf t+\mathbf t(\mathbf t\cdot\mathbf v^-). \tag{3}$$

The last term can be eliminated by expanding $\mathbf v'\times\mathbf t$ with the definition of $\mathbf v'$:

$$\mathbf v'\times\mathbf t=\mathbf v^-\times\mathbf t+\mathbf t(\mathbf t\cdot\mathbf v^-)-|\mathbf t|^2\mathbf v^- .$$

Solve this for $\mathbf t(\mathbf t\cdot\mathbf v^-)$, insert it in (3), and write $\mathbf v'=\mathbf v^-+\mathbf v^-\times\mathbf t$ in the first term. The two terms $\pm\mathbf v^-\times\mathbf t$ cancel, leaving

$$(1+|\mathbf t|^2)\mathbf v^+=(1+|\mathbf t|^2)\mathbf v^-+2\,\mathbf v'\times\mathbf t .$$

Division by $1+|\mathbf t|^2$ gives $\mathbf v^+=\mathbf v^-+\mathbf v'\times\mathbf s$, the explicit update.

The conservation of speed by this explicit update was tested without rounding: 40 successive updates in rational arithmetic, each with a newly drawn rational $\mathbf t$, left $|\mathbf v|^2$ identical to its starting value.

## The rotation and its angle

Split $\mathbf v^-$ into parts parallel and perpendicular to $\mathbf t$, and let $\hat{\mathbf t}=\mathbf t/a$. The parallel part drops out of the cross products, so

$$\mathbf v'\times\mathbf t=\mathbf v_\perp\times\mathbf t-a^2\mathbf v_\perp .$$

Multiplying by $2/(1+a^2)$ and adding $\mathbf v^-$ gives

$$\mathbf v^+=\mathbf v_\parallel+\frac{1-a^2}{1+a^2}\,\mathbf v_\perp+\frac{2a}{1+a^2}\,\mathbf v_\perp\times\hat{\mathbf t}.$$

Set $a=\tan(\theta/2)$. The two fractions are then $\cos\theta$ and $\sin\theta$. The parallel velocity is fixed and the perpendicular velocity turns by

$$\theta=2\arctan\frac{\omega\Delta t}{2}. \tag{4}$$

A positive rotation about $\hat{\mathbf t}$ would contain $\hat{\mathbf t}\times\mathbf v_\perp$; here the order is reversed, so the signed angle about $\hat{\mathbf t}$ is $-\theta$. An electron, whose $\mathbf t$ opposes $\mathbf B$, therefore turns in the positive sense about $\mathbf B$.

In a uniform field the true turn is $\omega\Delta t=2a$. The relative phase lag is

$$1-\frac{\arctan a}{a}=\frac{a^2}{3}-\frac{a^4}{5}+\dots \tag{5}$$

The expansion holds for $a<1$.

## What the denominator does

Take $\mathbf v\perp\mathbf B$. Explicit Euler uses $\mathbf v^+=\mathbf v+2\mathbf v\times\mathbf t$. The two terms are perpendicular, with lengths $v$ and $2av$, so each step multiplies the energy by $1+4a^2$.

Suppose instead that both cross products are kept but $\mathbf s$ is set to $2\mathbf t$. Then $\mathbf v^+=(1-2a^2)\mathbf v+2\mathbf v\times\mathbf t$, and the energy factor is

$$(1-2a^2)^2+4a^2=1+4a^4 .$$

This fault is harder to see. For the same electron and step, the energy rises by 5.1% in 100 steps instead of by a factor of 78. The growth is nevertheless exponential in the number of steps.

## The orbit in a uniform field

With $\mathbf E=0$, adding the two half drifts gives $\Delta\mathbf x=(\mathbf v+\mathbf v_{\rm new})\Delta t/2$. Equation (1) then becomes

$$\Delta\mathbf v=\frac{q}{m}\,\Delta\mathbf x\times\mathbf B .$$

Define the guiding centre $\mathbf c=\mathbf x+m\,\mathbf v\times\mathbf B/(qB^2)$. Its change in one step is

$$\Delta\mathbf c=\Delta\mathbf x+\frac{(\Delta\mathbf x\times\mathbf B)\times\mathbf B}{B^2}=\Delta\mathbf x-\Delta\mathbf x_\perp=\Delta\mathbf x_\parallel .$$

The centre moves along $\mathbf B$ and not across it. The distance from it to the particle is $v_\perp/\omega$, the true gyroradius. In a uniform field the synchronised positions thus lie on the correct circle or, if the particle also moves along $\mathbf B$, on the correct cylinder. The error is in the phase. Because the parallel motion is exact while the phase lags, the computed helix has a slightly greater pitch than the true one.

The mid-step position is displaced from $\mathbf x$ by $\mathbf v\Delta t/2$. Its perpendicular part is at right angles to the radius, so the mid-step distance from the axis is

$$\sqrt{\left(\frac{v_\perp}{\omega}\right)^2+\left(\frac{v_\perp\Delta t}{2}\right)^2}=\frac{v_\perp}{\omega}\sqrt{1+a^2}.$$

A leapfrog code that stores these positions shows this larger radius. It is also the radius at which the field is sampled.

The phase can be corrected by replacing $|\mathbf t|=a$ with $\tan a$, for $a<\pi/2$; equation (4) then gives a turn of $2a$. The radius changes as well. The chord per step is $v_\perp\Delta t\cos(\theta/2)$, so the synchronised radius is $v_\perp\Delta t/[2\tan(\theta/2)]$, which becomes $(v_\perp/\omega)\,a/\tan a$. The synchronised radius is now too small by about $a^2/3$ of its true value. The mid-step radius becomes $(v_\perp/\omega)\,a/\sin a$, too large by about $a^2/6$ instead of $a^2/2$, so it improves. A further cost appears in crossed fields: unless the electric kick is scaled by the same factor $\tan a/a$, the $\mathbf E\times\mathbf B$ drift discussed below is multiplied by $a/\tan a$.

## Non-uniform fields and accuracy

When $\mathbf B$ depends on position, each step has its own axis and angle. A product of rotations is a rotation, so the speed is still unchanged.

The accuracy of the orbit follows from time symmetry. Starting from the new state with $-\Delta t$, the half drift returns to the same mid-step point, $\mathbf t$ changes sign, and (1) is solved by the old velocity. The backward step therefore undoes the forward one. If the leading local error is $\mathbf C\Delta t^{p+1}$, undoing requires $\mathbf C\Delta t^{p+1}+\mathbf C(-\Delta t)^{p+1}=0$, so $p$ must be even. The scheme is consistent, so $p\ge1$ and hence $p\ge2$. The phase lag (5) shows that the order is in general no higher than two. This argument assumes smooth fields.

## With an electric field

Let $\mathbf h=q\Delta t\,\mathbf E/(2m)$, so that $\mathbf v^-=\mathbf v+\mathbf h$ and $\mathbf v_{\rm new}=\mathbf v^++\mathbf h$. The half kicks cancel in the sum, $\mathbf v^++\mathbf v^-=\mathbf v_{\rm new}+\mathbf v$, and (1) gives

$$\mathbf v_{\rm new}-\mathbf v=2\mathbf h+(\mathbf v_{\rm new}+\mathbf v)\times\mathbf t. \tag{6}$$

Taking the scalar product with $m(\mathbf v_{\rm new}+\mathbf v)/2$ removes the magnetic term:

$$\Delta K=q\,\mathbf E\cdot\frac{\mathbf v_{\rm new}+\mathbf v}{2}\Delta t=q\,\mathbf E\cdot\Delta\mathbf x . \tag{7}$$

The speed changes, but by electric work alone. In a uniform $\mathbf E$ the contributions add up to $q\mathbf E\cdot(\mathbf x-\mathbf x_0)$, so kinetic plus potential energy is conserved for any step size. In a smooth non-uniform electrostatic field, (7) uses the field at the mid-step point, which lies within order $\Delta t^2$ of the midpoint of the chord; like a midpoint rule it has an error of order $\Delta t^3$ per step, hence $\Delta t^2$ over a fixed time.

Uniform crossed fields give a second useful case. Let $\mathbf u=\mathbf E\times\mathbf B/B^2$ with $\mathbf E\perp\mathbf B$. Then $\mathbf E+\mathbf u\times\mathbf B=0$, which means $2\mathbf h+2\mathbf u\times\mathbf t=0$. Subtracting this from (6) shows that $\mathbf v-\mathbf u$ obeys (1). The velocity rotates about the correct drift velocity, again with the phase error (5).

## Cost, stability and failure modes

The rotation, including the formation of $\mathbf t$ and $\mathbf s$, takes 21 multiplications, 15 additions or subtractions and one division, provided the scalar $2/(1+|\mathbf t|^2)$ is formed first. It needs no trigonometric function or square root. A full step evaluates the fields once.

For $\mathbf E=0$ the velocity is bounded at every $\Delta t$. An electric restoring force brings a limit of its own. For $\mathbf B=0$ and acceleration $-\Omega^2x$, the mid-step positions obey

$$x_{n+1}-2x_n+x_{n-1}=-\Omega^2\Delta t^2x_n .$$

A solution $x_n\propto\lambda^n$ requires $\lambda+1/\lambda=2-\Omega^2\Delta t^2$, and it oscillates without growth for $0<\Omega\Delta t<2$.

The main failure mode of the magnetic part is a wrong orbit at a perfect speed. With $\Delta t=2$ ns in the 30 mT field, one step keeps the speed to a relative error of $2\times10^{-16}$. The true turn, less whole revolutions, is 244.6°, while the Boris turn is 158.5°. As $\Delta t\to\infty$ the angle tends to 180° and the perpendicular velocity merely reverses at each step. The field is also sampled in the wrong place: here $a=5.28$, so the mid-step radius is 10.5 mm instead of 1.95 mm.

A speed check therefore tests whether the magnetic update preserves length. It does not test the angle or sense of the turn, so it misses a wrong sign or factor in $\mathbf t$, and it is no test of the time step. The step should be tested by halving it and comparing positions or phases.

At relativistic speed the same rotation applies to $\mathbf p/m=\gamma\mathbf v$, with $\mathbf t$ divided by $\gamma$. Since $\gamma$ depends only on $|\mathbf p|$, it is constant during the rotation.

## An electron above a magnetron target

The straight leg of a planar magnetron's racetrack is modelled by two opposite line poles, 10 mm below the target and 20 mm to either side of the mid-plane. Away from the poles their field is free of curl and divergence. A 300 eV electron starts on the mid-plane, 8 mm above the target, where the field is 30 mT. Its velocity makes an angle of 70° with $\mathbf B$. The starting values are

$$v=\sqrt{\frac{2K}{m}}=1.027\times10^7\ \text{m/s},\qquad \omega=\frac{eB}{m}=5.28\times10^9\ \text{rad/s}.$$

The gyroperiod is $2\pi/\omega=1.19$ ns. The gyroradius for fully perpendicular motion is $v/\omega=1.95$ mm; at 70° it is $1.95\sin70^\circ=1.83$ mm.

With $\Delta t=0.04$ ns, $a=0.1055$. The true turn per step at 30 mT is 12.09° and the Boris turn is 12.05°. The relative lag is 0.37%, or 1.33° per gyroperiod, in agreement with $a^2/3$.

During the first 100 ns in the arch the electron meets fields from 24.5 to 33.0 mT. Over 100000 steps the largest relative speed error is $1.0\times10^{-14}$, which is rounding. This run of 4 µs is a numerical stress test and not a physical electron history.

The position is less perfect. Against a high-order solution after 20 ns, the errors are 0.671, 0.170 and 0.043 mm for steps of 0.04, 0.02 and 0.01 ns. The last halving reduces the error by a factor of 3.99, close to the 4 expected of a second-order scheme. A uniform-field estimate gives a lag of $\omega T\times0.00369=0.39$ rad and a chord of $2(1.83\ \text{mm})\sin(0.195)=0.71$ mm. This is close to the largest error and suggests that phase lag dominates it, though the contributions were not separated.

## Comparison with a real discharge

The field, the energy and the argon pressure of 5 mTorr are rough typical magnetron values. Collisions can be neglected only briefly. With a rough cross section of $6\times10^{-20}$ m² and gas at 300 K, the mean free path is about 100 mm and the mean free time 10 ns, or 8.5 gyroperiods. An ionising collision removes at least roughly 16 eV, about 5% of the energy. A rough bulk field of 1000 V/m, directed towards the target, makes the energy swing by 5.7 eV, or 1.9%, during 100 ns. Most of this swing appears within the first gyration, in which the height changes by about two gyroradii, so the bulk field matters before the first collision. The balance (7) holds to $5\times10^{-12}$ eV in that run.

The cathode sheath is a stronger exception. For a rough density of $10^{17}$ m⁻³, an electron temperature of 3 eV and a sheath voltage of 300 V, the Child-law thickness is 1.0 mm. The collisionless orbit stays above 6.3 mm during its first 100 ns, so omitting the sheath is consistent there. An electron that enters the sheath can exchange up to about 300 eV with it. In pulsed ionised deposition the plasma currents also vary in time, and their induced electric field, not sized here, does work.

The plasma also changes the magnetic field. A rough Hall current of 5 A spread over 20 mm changes its component along the current layer by up to about 0.16 mT, or 0.5%, weakening the arch field below the current layer and strengthening it above. If steady, this alters the orbit but not the speed; over the 8.5 gyroperiods of a mean free time it can shift the phase by about 0.3 rad. Relativity lowers the gyrofrequency by about 0.06%. That is below the phase lag at 0.04 ns but above it at 0.01 ns, where the lag is about 0.02%; refining the non-relativistic step further would then not improve the physical phase. Radiation removes about $10^{-9}$ eV per mean free time. The numerical output below lists the values used.

## Numbers as computed

```
Electron energy: 300 eV
Field at start: 30 mT
Time step: 0.04 ns
Pole half-gap: 20 mm
Pole depth below target: 10 mm
Start height above target: 8 mm
Angle between v and B at start: 70 deg
Speed: 1.0273e+07 m/s
Gyrofrequency omega: 5.2765e+09 rad/s
Gyroperiod: 1.1908 ns
Gyroradius, v perpendicular to B: 1.9469 mm
a = omega dt/2: 0.10553 (no unit)
True turn per step: 12.0928 deg
Boris turn per step: 12.0482 deg
Phase lag, fraction: 3.688e-03 (no unit)
Estimate a^2/3: 3.712e-03 (no unit)
Phase lag per true period: 1.328 deg
Mid-step radius / true radius: 1.00555
Exact rational steps, |v|^2 unchanged: 40
Steps in long arch run: 100000
Largest relative speed error, long run: 1.0e-14
Steps with faulty updates: 100
Energy factor, explicit Euler: 78.12
Energy factor, s = 2t: 1.0508
Large time step: 2.0 ns
Large step, relative speed error: 2.2e-16
Large step, Boris turn: 158.5 deg
Large step, true turn modulo 360: 244.6 deg
Time of position comparison: 20 ns
Position error, dt=0.04 ns: 0.6710 mm
Position error, dt=0.02 ns: 0.1701 mm
Position error, dt=0.01 ns: 0.0426 mm
Error ratio, last halving: 3.990
Short arch run: 100 ns
Lowest field in short run: 24.47 mT
Highest field in short run: 33.02 mT
Lowest height in short run: 6.34 mm
Bulk electric field (rough): 1000 V/m
Energy swing from bulk field: 5.66 eV
Largest work-balance residual: 4.9e-12 eV
Argon pressure: 5 mTorr
Gas temperature: 300 K
Argon cross section (rough): 6e-20 m^2
Mean free path: 104 mm
Mean free time: 10.1 ns
Gyroperiods per free time: 8.5
Plasma density (rough): 1e+17 m^-3
Electron temperature (rough): 3 eV
Sheath voltage (rough): 300 V
Child-law sheath thickness: 1.02 mm
Hall current (rough): 5 A
Hall current width (rough): 20 mm
Field of Hall current sheet: 0.16 mT
Relativistic gamma - 1: 5.87e-04 (no unit)
Energy radiated per free time: 1.1e-09 eV
```
